\section*{Firsov's inelastic energy loss in a slow atomic collision}

\section{What is missing from elastic collisions}

Follow an implanted ion through a solid by elastic nuclear collisions alone and it goes too deep. The electrons also take energy, even when the ion moves slowly compared with most of them. A friction force averaged over the solid repairs the energy budget, but it charges the same price for a near miss as for a distant passage. A simulation that treats one collision at a time needs the loss as a function of impact parameter.

Firsov's idea supplies it. While two atoms overlap, electrons pass from one to the other through the plane between them. Each brings the drift momentum of the atom it leaves, so the exchange acts as friction between the atoms.

Atomic units are used in the derivation: $\hbar=m=e=1$, with $m$ the electron mass, kept visible where it helps. Lengths are in bohr, energies in hartree.

\section{From exchanged electrons to lost energy}

Two neutral atoms A and B, with nuclear charges $Z_1$ and $Z_2$ of similar size, have relative velocity $\mathbf u$. Their path is taken as straight and $u$ as constant during the collision. With impact parameter $b$ and position $x=ut$ along the path, the nuclear separation is $R=\sqrt{b^2+x^2}$. The dividing surface is the midplane, perpendicular to the line joining the nuclei.

Let $\Phi(R)$ be the number of electrons crossing this plane per unit time in one direction. Firsov's counting rule has three parts:
\begin{enumerate}
\item $\Phi$ is the rate for atoms at rest at separation $R$.
\item Each crossing electron carries, on average, the drift momentum of its old atom.
\item The new atom absorbs that momentum, and the electron keeps no memory of its origin.
\end{enumerate}

Work in the rest frame of B. In a time $dt$, A loses $\Phi\,dt$ electrons with mean momentum $m\mathbf u$ and gains as many with mean momentum zero. Its mass is unchanged, so the exchange is a force
\begin{equation}
\mathbf F_A=-m\mathbf u\,\Phi,\qquad \mathbf F_B=+m\mathbf u\,\Phi .
\end{equation}
With atomic masses $M_A,M_B$ and reduced mass $\mu$, the relative acceleration is
\begin{equation}
\dot{\mathbf u}=\frac{\mathbf F_A}{M_A}-\frac{\mathbf F_B}{M_B}
=-m\mathbf u\,\Phi\left(\frac1{M_A}+\frac1{M_B}\right)=-\frac{m\mathbf u\,\Phi}{\mu}.
\end{equation}
The kinetic energy of relative motion therefore falls at the rate $-\mu\mathbf u\cdot\dot{\mathbf u}=mu^2\Phi$. Since $dt=dx/u$,
\begin{equation}
\Delta E(b)=\int mu^2\Phi\,dt=mu\int_{-\infty}^{\infty}\Phi(R)\,dx .
\label{eq:path}
\end{equation}
This energy goes into electronic excitation. The loss is proportional to $u$: the dissipated power grows as $u^2$, but the collision lasts a time proportional to $1/u$.

\section{The flux of a Thomas--Fermi gas}

Locally the electrons are treated as a Fermi gas at rest, with density $n$ and Fermi speed $v_F$. For isotropic velocities the one-way flux density is
\begin{equation}
j=n\bar v\,\frac1{4\pi}\int_0^{2\pi}\!d\varphi\int_0^{\pi/2}\!\cos\theta\sin\theta\,d\theta=\frac{n\bar v}{4}.
\end{equation}
A filled Fermi sphere has mean speed
\begin{equation}
\bar v=\frac{\int_0^{v_F}v^3dv}{\int_0^{v_F}v^2dv}=\frac{v_F^4/4}{v_F^3/3}=\frac34v_F,
\qquad\text{so}\qquad j=\frac3{16}\,n\,v_F .
\end{equation}
Two spin states per phase-space volume $(2\pi)^3$ give
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}v_F^3=\frac{v_F^3}{3\pi^2}.
\end{equation}
In a neutral Thomas--Fermi atom the fastest electron at each point has total energy zero. With electrostatic potential $\phi$ this means $v_F^2/2=\phi$, and hence
\begin{equation}
j=\frac{3}{16}\,\frac{v_F^4}{3\pi^2}=\frac{(2\phi)^2}{16\pi^2}=\frac{\phi^2}{4\pi^2}.
\label{eq:j}
\end{equation}

\section{The potential on the dividing plane}

The electronic charge density is $-n$, so Poisson's equation reads $\nabla^2\phi=4\pi n$. Put $\phi=(Z/r)\chi(x)$ with $r=ax$; in this section and in the integrals of $\chi$ below, $x$ is this scaled radius. Then
\begin{equation}
\frac{Z}{a^3x}\chi''=\frac{4}{3\pi}\left(\frac{2Z\chi}{ax}\right)^{3/2}
\ \Rightarrow\
\chi''=\frac{8\sqrt2}{3\pi}Z^{1/2}a^{3/2}\,\frac{\chi^{3/2}}{\sqrt x}.
\end{equation}
The prefactor becomes one if
\begin{equation}
a^3=\frac{9\pi^2}{128\,Z},\qquad a=0.8853\,Z^{-1/3}.
\label{eq:a}
\end{equation}
The boundary conditions are $\chi(0)=1$ and $\chi(\infty)=0$. A tail $Cx^{-p}$ requires $p+2=\tfrac32p+\tfrac12$, so $p=3$. The coefficients then give $12C=C^{3/2}$, so $C=144$.

The potential of two overlapping atoms is not spherical. Firsov's closure uses, on the midplane,
\begin{equation}
\phi=\frac Zr\,\chi(r/a),\qquad Z=Z_1+Z_2,\qquad r^2=\rho^2+\frac{R^2}{4},
\label{eq:closure}
\end{equation}
where $\rho$ is the distance from the axis and $r$ the distance to either nucleus. Within Thomas--Fermi theory this is right when the nuclei merge. At finite separation it is an approximation, compared below with another simple choice.

\section{One integral instead of two}

The crossing rate is $\Phi=\int j\,d^2\rho$. Inserted in (\ref{eq:path}), with $R^2=b^2+x^2$, it gives
\begin{equation}
\Delta E=u\int_{-\infty}^{\infty}dx\int d^2\rho\;
j\!\left(\sqrt{\rho^2+\tfrac{x^2}{4}+\tfrac{b^2}{4}}\right).
\end{equation}
Set $s=x/2$, so that $dx=2\,ds$. The integrand depends on $\boldsymbol\rho$ and $s$ through $q^2=\rho^2+s^2$ alone. These three variables act as Cartesian coordinates of a three-dimensional space:
\begin{equation}
\Delta E=2u\int d^3q\;j=8\pi u\int_0^\infty q^2\,j\!\left(\sqrt{q^2+b^2/4}\right)dq .
\label{eq:general}
\end{equation}
This form holds for any flux density that depends on $r$ alone. From (\ref{eq:j}) and (\ref{eq:closure}), $j=Z^2\chi^2/(4\pi^2r^2)$, and
\begin{equation}
\boxed{\;\Delta E(b)=\frac{2Z^2u}{\pi}\int_0^\infty\chi^2(r/a)\,\frac{q^2}{r^2}\,dq,
\qquad r^2=q^2+\frac{b^2}{4}\;}
\label{eq:main}
\end{equation}
For $Z=29$ and $b=0.3$, $2$ and $6$ bohr, separate quadrature over the plane and the path agrees with this integral within $0.05\%$.

Measuring $q$ and $b$ in units of $a$ brings out a factor $Z^2a\propto Z^{5/3}$. Thus $\Delta E/(Z^{5/3}u)$ is one universal function of $Z^{1/3}b$.

\section{Near and far collisions}

\subsection{Head-on}

At $b=0$ one has $r=q$, and
\begin{equation}
\Delta E(0)=\frac{2Z^2au}{\pi}\int_0^\infty\chi^2dx
=\frac2\pi(0.8853)(0.6154)\,Z^{5/3}u=0.347\,Z^{5/3}u .
\label{eq:head}
\end{equation}

\subsection{Far apart}

For $b\gg a$ the tail gives $\chi^2=144^2a^6/r^6$. With $q=(b/2)\tan\alpha$,
\begin{equation}
\int_0^\infty\frac{q^2\,dq}{(q^2+b^2/4)^4}
=\frac{32}{b^5}\int_0^{\pi/2}\sin^2\alpha\cos^4\alpha\,d\alpha
=\frac{32}{b^5}\,\frac{\pi}{32}=\frac{\pi}{b^5}.
\end{equation}
Since (\ref{eq:a}) gives $Z^2a^6=81\pi^4/16384$,
\begin{equation}
\Delta E\to 2\cdot144^2\,Z^2a^6\,\frac{u}{b^5}
=\frac{6561\,\pi^4}{32}\,\frac{u}{b^5}\approx19970\,\frac{u}{b^5}.
\label{eq:far}
\end{equation}
The limit is approached slowly: for $Z=29$ the integral at $b=100$ bohr is still about a third below it. The nuclear charge has dropped out, because the Thomas--Fermi tail does not depend on it. Real atoms have exponentially decaying densities, so this power law is a property of the model.

\section{Stopping cross-section and the closed formula}

An ion crossing a random medium meets all impact parameters, with weight $d^2b$. Write $\mathbf b=2\mathbf c$, so that $d^2b=4\,d^2c$. The two components of $\mathbf c$ join the three of $\mathbf q$, with $r^2=q^2+c^2$:
\begin{equation}
S=\int\Delta E\,d^2b=8u\int d^5r\,j(r)=8u\,\Omega_5\int_0^\infty r^4j\,dr .
\end{equation}
The area $\Omega_5$ of the unit sphere in five dimensions follows from a Gaussian integral: $\pi^{5/2}=\Omega_5\int_0^\infty r^4e^{-r^2}dr=\Omega_5\,\tfrac38\sqrt\pi$, so $\Omega_5=8\pi^2/3$. Hence
\begin{align}
S&=\frac{64\pi^2}{3}u\int_0^\infty r^4j\,dr
=\frac{16}{3}Z^2a^3u\int_0^\infty x^2\chi^2dx\nonumber\\
&=\frac{3\pi^2}{8}\,Zu\,(1.849)=6.84\,Zu .
\label{eq:S}
\end{align}

For quick use one wants a formula without an integral. The universal scaling and the fifth power in (\ref{eq:far}) suggest
\begin{equation}
\Delta E\approx\frac{kZ^{5/3}u}{(1+cZ^{1/3}b)^5}.
\end{equation}
Its cross-section, with $t=cZ^{1/3}b$, is
\begin{equation}
\frac{2\pi kZu}{c^2}\int_0^\infty\frac{t\,dt}{(1+t)^5}
=\frac{2\pi kZu}{c^2}\left(\frac13-\frac14\right)=\frac{\pi kZu}{6c^2}.
\end{equation}
Keeping the head-on loss fixes $k=0.347$. Keeping $S$ as well gives
\begin{equation}
c=\sqrt{\frac{\pi(0.3469)}{6(6.843)}}=0.163 .
\end{equation}
Firsov's formula has the rounded constants $0.35$ and $0.16$. In ordinary units, with $a_0$ the Bohr radius,
\begin{equation}
\boxed{\;\Delta E\approx\frac{0.35\,Z^{5/3}\,\hbar u/a_0}{\left(1+0.16\,Z^{1/3}\,b/a_0\right)^5}\;}
\label{eq:fit}
\end{equation}

The rounding raises $S$ by $4.6\%$ relative to (\ref{eq:S}). At sampled values of $Z^{1/3}b$ from 0 to 10 bohr, the formula lies between $10\%$ below and $28\%$ above the integral. At 20 bohr it is $36\%$ too low. Its own limit, $0.35/0.16^5\approx3340$, is about one sixth of the coefficient in (\ref{eq:far}). The formula has the right far power but not the right far strength.

\section{How good is the counting rule?}

The rule gives every crossing electron the mean drift. But crossing selects electrons by their velocity normal to the plane, and this matters when the drift is also normal.

Use the frame of the midplane. Let A lie on the side $z<0$, with electron velocities $\mathbf w+\mathbf U/2$, and B on the other side, with $\mathbf w-\mathbf U/2$. Here $\mathbf w$ fills a Fermi sphere at rest, and $U\ll v_F$. Let $\langle\cdots\rangle_\pm$ be an average over the whole sphere in which electrons with $w_z$ of the other sign count as zero. Then $\langle w_z\rangle_\pm=\pm\bar v/4$.

For $\mathbf U$ along the plane, in direction $x$, the $x$ momentum carried towards $+z$ per unit area and time is
\begin{equation}
K_x=n\left\langle w_z\left(w_x+\tfrac U2\right)\right\rangle_+
+n\left\langle w_z\left(w_x-\tfrac U2\right)\right\rangle_-
=\frac{n\bar v}{4}\,U=jU ,
\end{equation}
because $\langle w_zw_x\rangle_\pm=0$ by symmetry. This is Firsov's rule.

For $\mathbf U$ along the normal, the conditions for crossing shift to $w_z>-U/2$ and $w_z<U/2$. The added strips have width of order $U$ and an integrand of order $U^2$, so they contribute at order $U^3$. To first order,
\begin{equation}
K_z=n\langle w_z^2\rangle+nU\langle w_z\rangle_+-nU\langle w_z\rangle_-
=n\langle w_z^2\rangle+2jU .
\end{equation}
The first term is the static pressure, which belongs to the conservative force between the atoms. The second changes sign with $U$ and is friction, twice what the rule allows. Random sampling of the two spheres at $U=0.1\,v_F$ gives drag factors $1.00$ along the plane and $2.01$ normal to it.

The normal component of $\mathbf u$ is $ux/R$, with $x$ again the position on the path. The dissipated power becomes $\Phi(u_\parallel^2+2u_\perp^2)=\Phi u^2(1+x^2/R^2)$, where $u_\perp$ is the normal and $u_\parallel$ the in-plane component, so
\begin{equation}
\Delta E_{\rm kin}(b)=u\int_{-\infty}^{\infty}\Phi(R)\left(1+\frac{x^2}{R^2}\right)dx .
\label{eq:kin}
\end{equation}
A head-on collision has $x^2=R^2$, and its loss doubles. In the cross-section, $d^2b\,dx=d^3R$ and the average of $x^2/R^2$ over directions is $1/3$. Thus $S$ grows by the factor $4/3$, whatever the function $\Phi(R)$. Firsov's result is the consequence of his rule; (\ref{eq:kin}) is what rigidly displaced Fermi spheres give.

\section{How good is the closure?}

Far apart, (\ref{eq:closure}) puts on the midplane the density of one atom, since the tail does not depend on $Z$, although two atoms contribute there. The opposite simple choice is to add the densities of undisturbed atoms. For two equal atoms of charge $Z/2$, $n=2n_{Z/2}$. Because $j\propto n^{4/3}$, the flux is $2^{4/3}j_{Z/2}$.

The head-on loss scales as $Z^{5/3}$ and $S$ as $Z$. Relative to Firsov's closure, superposition therefore changes them by
\begin{equation}
2^{4/3}\,2^{-5/3}=2^{-1/3}=0.794,\qquad 2^{4/3}\,2^{-1}=2^{1/3}=1.260 .
\end{equation}
It weakens close collisions and strengthens distant ones. Neither choice is the self-consistent density of two Thomas--Fermi atoms at finite separation.

\section{Phosphorus at 50 keV in silicon}

Take $Z_1=15$, $Z_2=14$, a phosphorus mass of 31 u and 50 silicon atoms per nm$^3$. These are rough typical values for an implant into silicon. The ion speed is $\sqrt{2E/M}=5.58\times10^5$ m/s, or $u=0.255$ atomic units. With $29^{5/3}=273.7$ and 1 hartree $=27.21$ eV, (\ref{eq:head}) gives
\begin{equation}
\Delta E(0)=0.3469\times273.7\times0.2550\times27.21\ \text{eV}=659\ \text{eV}.
\end{equation}

The table gives the loss in eV from (\ref{eq:main}), (\ref{eq:fit}) and (\ref{eq:kin}). The last column uses (\ref{eq:general}) with $j=\frac3{16}n(3\pi^2n)^{1/3}$ and the summed densities of free P and Si atoms. These come from spherically averaged restricted Hartree--Fock theory in the def2-TZVP basis. Their last digit is not converged. A near-complete basis lowers the entries at 0.05, 0.10 and 0.15 nm to 80.2, 23.8 and 14.4 eV, and the stopping power given below from 226.6 to 226.2 eV/nm. Spherically averaged unrestricted Hartree--Fock densities give 539, 81.6, 24.9 and 15.0 eV, and 223 eV/nm.

\begin{center}
\begin{tabular}{ccccc}
$b$ (nm) & integral & formula & kinetic & HF atoms\\ \hline
0 & 659 & 665 & 1318 & 537\\
0.05 & 78.7 & 98.7 & 107 & 80.5\\
0.10 & 22.7 & 24.9 & 29.4 & 24.0\\
0.15 & 8.9 & 8.5 & 11.3 & 14.6
\end{tabular}
\end{center}

Along the assumed straight paths, the loss falls by a factor of 74 between $b=0$ and $0.15$ nm, which an averaged friction force cannot show. The kinetic correction falls from $100\%$ head-on to $27\%$ at 0.15 nm, because at larger $b$ the atoms slide past each other while they are closest. The Hartree--Fock atoms give less than the integral head-on and more at 0.15 nm, the same pattern as superposed Thomas--Fermi atoms.

For the stopping power, (\ref{eq:S}) gives $S=6.843\times29\times0.2550=50.6$ atomic units. One hartree bohr$^2$ is $0.0762$ eV nm$^2$, so $S=3.86$ eV nm$^2$, and
\begin{equation}
50\ \text{nm}^{-3}\times3.856\ \text{eV nm}^2=193\ \text{eV/nm}.
\end{equation}
At this rate the electrons take about 1.9 keV over the first 10 nm of path, some $4\%$ of the ion energy. Since $S\propto u\propto\sqrt E$, the model gives half this stopping power at 12.5 keV.

\section{What the number is worth}

Change one ingredient at a time. The closed formula gives 202 eV/nm, superposed Thomas--Fermi atoms 243, Hartree--Fock atoms 227 and kinetic drag 257. The factor $4/3$ does not depend on the density, so with kinetic drag Hartree--Fock atoms give $226.6\times4/3\approx302$ eV/nm and superposed Thomas--Fermi atoms $242.9\times4/3\approx324$ eV/nm. The spread from 193 to 324 shows how strongly the answer depends on the modelling. It does not show which value is closest to a measurement.

Other assumptions can be sized within Firsov's integral for the same ion. The first three shares below depend on the Thomas--Fermi power tail. With Hartree--Fock atoms they become about $1\%$, $32$--$34\%$ and $3$--$4\%$ in place of $8\%$, $29\%$ and $11\%$.

\begin{itemize}
\item \textbf{Slow motion.} The local $v_F$ falls below $u$ at 0.295 nm from the nuclei. The region beyond supplies $8\%$ of $S$, and there the assumption that $u$ is small compared with $v_F$ no longer holds.
\item \textbf{Separate pairs.} One atom's share of area in the solid has a radius of 0.153 nm. Larger impact parameters supply $29\%$ of $S$. There the ion overlaps several atoms at once, and a sum over isolated pairs is least secure.
\item \textbf{Energy gap.} The computed loss drops below 1.1 eV, roughly silicon's gap, at $b=0.312$ nm. Collisions beyond supply $11\%$ of $S$. The model has no gap and cannot say how much of this survives.
\item \textbf{Straight path.} The centre-of-mass energy is 23.7 keV, for which bare nuclei would approach head-on to 0.0127 nm. Impact parameters below that distance supply $5\%$ of $S$. Of the table's entries, those at $b=0$ suffer most from this assumption. The real path turns back before the nuclei meet, and the ion slows on the way in. The straight-line value of 659 eV overstates the loss in a real head-on collision by more than a factor of two.
\item \textbf{Constant speed.} The head-on loss of 659 eV is $2.8\%$ of the centre-of-mass energy, so electronic slowing within one collision is small. Slowing by nuclear repulsion is not small in close collisions: head-on, it brings the relative motion to rest at the turning point.
\item \textbf{Midplane.} At $R=0.1$ nm the minimum of the summed atomic potentials on the axis lies $0.4\%$ of $R$ from the midplane, towards Si. For very unequal atoms the midplane would be a poor choice.
\end{itemize}

A real wafer is a crystal, and this breaks the assumption of random impact parameters. An ion steered along an open channel avoids the close collisions. Per encounter the table gives 8.9 eV at 0.15 nm against 78.7 eV at 0.05 nm. The stopping power falls much less than this ratio, because the ion passes several atomic rows at once and the random average is not set by close collisions alone. Summed over the lattice for a straight path along the axis of the $\langle110\rangle$ channel of silicon, it is about 0.4 of the random value with Firsov's integral and about 0.6 with Hartree--Fock atoms. The figure of 193 eV/nm should therefore not be applied to channelled ions. For those, the loss must be summed along the actual path, in the region of $b$ where the choice of atomic density matters most. The table entries and the stopping powers for single changes of the model are listed in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Thomas-Fermi initial slope chi'(0): -1.58807
Thomas-Fermi length a*Z^(1/3): 0.8853 bohr
integral of chi^2: 0.6154
integral of x^2 chi^2: 1.8490
head-on coefficient, loss/(Z^(5/3) u): 0.3469 a.u.
far coefficient, loss*b^5/u: 19972 a.u.
cross-section coefficient, S/(Z u): 6.843 a.u.
fit constant that keeps head-on loss and S: 0.1629 per bohr
fit/integral for Z^(1/3)b = 0..10 bohr, lowest: 0.898
fit/integral for Z^(1/3)b = 0..10 bohr, highest: 1.281
fit/integral at Z^(1/3)b = 20 bohr: 0.640
fit/integral for cross-section S: 1.046
sampled drag factor along the plane: 1.002
sampled drag factor normal to the plane: 2.008
S with kinetic drag / S with Firsov's rule: 1.3333
superposed TF atoms / Firsov closure, head-on: 0.794
superposed TF atoms / Firsov closure, S: 1.260
example: Z1 = 15, Z2 = 14, ion energy 50 keV
masses: P 31 u, Si 28 u
atom density: 50 per nm^3
ion speed: 5.579e+05 m/s
ion speed: 0.2550 a.u.
Thomas-Fermi length a for Z = 29: 0.01525 nm
b=0.00 nm, loss in eV: integral 658.90, fit 664.83, kinetic drag 1317.79, HF atoms 537.10
b=0.05 nm, loss in eV: integral 78.71, fit 98.70, kinetic drag 107.01, HF atoms 80.48
b=0.10 nm, loss in eV: integral 22.71, fit 24.90, kinetic drag 29.42, HF atoms 24.02
b=0.15 nm, loss in eV: integral 8.90, fit 8.47, kinetic drag 11.27, HF atoms 14.62
stopping cross-section, integral: 3.856 eV nm^2
stopping power, integral: 192.8 eV/nm
stopping power, closed fit: 201.7 eV/nm
stopping power, kinetic drag: 257.1 eV/nm
stopping power, superposed TF: 242.9 eV/nm
stopping power, HF atoms: 226.6 eV/nm
radius where v_F falls to u: 0.295 nm
share of S from beyond that radius: 8.4 %
radius of one atom's share of area: 0.153 nm
share of S from b beyond it: 28.6 %
b where loss equals rough gap of 1.1 eV: 0.312 nm
share of S from b beyond it: 10.8 %
centre-of-mass energy: 23.73 keV
bare Coulomb head-on distance: 0.0127 nm
share of S from b below it: 5.2 %
head-on loss / ion energy: 1.32 %
potential minimum off midplane at R=0.1 nm, toward Si: 0.43 % of R
\end{verbatim}
